# Carrier Screening Length in a Parabolic Band, from Debye to Thomas-Fermi

**Q.** You say that the distance over which electrons screen a static charge follows from how their density changes with chemical potential. That derivative belongs to a uniform gas. Where does a length come from?

**A.** From Poisson's equation. Take electrons of charge $-e$ in one band, on a fixed uniform background of ionized donors of density $N_D$, in a lattice of static permittivity $\varepsilon=\varepsilon_0\varepsilon_r$. Let $\mu$ be the chemical potential measured from the band edge far from any disturbance, where neutrality requires $n(\mu)=N_D$.

A static potential $\phi(\mathbf r)$ moves the band edge by $-e\phi$. In equilibrium no current flows, so the electrochemical potential is the same everywhere, and its height above the local band edge is $\mu+e\phi$. If $\phi$ varies slowly, each small region is a uniform gas with that chemical potential, and its density is $n(\mu+e\phi)$. The charge density is $e[N_D-n(\mu+e\phi)]$, so

$$\nabla^2\phi=\frac{e}{\varepsilon}\left[n(\mu+e\phi)-n(\mu)\right].$$

For a weak potential the bracket is $e\phi\,\partial n/\partial\mu$ to first order, with $T$ fixed. Hence

$$\nabla^2\phi=\frac{\phi}{\lambda^2},\qquad \frac1{\lambda^2}=\frac{e^2}{\varepsilon}\left(\frac{\partial n}{\partial\mu}\right)_T .$$

Next to a charged plane the bounded solution is $\phi\propto e^{-x/\lambda}$.

**Q.** A plane is easy. Does a point charge $Ze$ see the same length, and is it fully screened?

**A.** Within this linear equation, yes. For a spherical potential write $\phi=u/r$. Then $\nabla^2\phi=u''/r$, so $u''=u/\lambda^2$, and the bounded solution is $u\propto e^{-r/\lambda}$. Close to the charge the potential must approach the unscreened $Ze/4\pi\varepsilon r$, which fixes the prefactor:

$$\phi=\frac{Ze}{4\pi\varepsilon r}e^{-r/\lambda}.$$

The induced charge density is $-e^2\phi\,\partial n/\partial\mu=-\varepsilon\phi/\lambda^2$. Its integral is

$$-\frac{Ze}{\lambda^2}\int_0^\infty r\,e^{-r/\lambda}\,dr=-Ze ,$$

because the integral equals $\lambda^2$. The electrons cancel the charge completely.

**Q.** You froze the donors. What if something else can change its charge?

**A.** Then its response enters the same linearization. With holes of density $p$ the mobile charge is $e(p-n)$, and $\partial n/\partial\mu$ is replaced by $\partial n/\partial\mu-\partial p/\partial\mu$. Since $p$ falls as $\mu$ rises, holes strengthen the screening. Traps that exchange electrons with the band add the derivative of their occupation. From here on, electrons in one band respond.

**Q.** Then I want the density itself. No quoted effective density of states, please.

**A.** Let the band be isotropic and parabolic, $E=\hbar^2k^2/2m$, with two spin states. There are $2/(2\pi)^3$ states per unit volume of crystal and of $k$-space. With $f$ the Fermi function,

$$n=\frac{2}{(2\pi)^3}\int 4\pi k^2f\,dk=\frac1{\pi^2}\int_0^\infty k^2f\,dk .$$

Set $x=E/kT$ and $\eta=\mu/kT$; in the product $kT$, $k$ is Boltzmann's constant. From $k=(2mkT/\hbar^2)^{1/2}x^{1/2}$ one has $k^2dk=\tfrac12(2mkT/\hbar^2)^{3/2}x^{1/2}dx$, so

$$n=\frac1{2\pi^2}\left(\frac{2mkT}{\hbar^2}\right)^{3/2}\int_0^\infty\frac{x^{1/2}dx}{1+e^{x-\eta}} .$$

Define the normalized Fermi integral

$$F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}} .$$

Since $\Gamma(3/2)=\sqrt\pi/2$ and $(2mkT/\hbar^2)^{3/2}=8\pi^{3/2}(mkT/2\pi\hbar^2)^{3/2}$, the prefactors combine to

$$n=N_cF_{1/2}(\eta),\qquad N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

**Q.** Now you will differentiate under the integral and get $x^{-1/2}$, which diverges at the band edge.

**A.** The integrand diverges, but the integral does not. As $f$ depends on $x-\eta$, $\partial f/\partial\eta=-\partial f/\partial x$. Integrating by parts,

$$F_{1/2}'=\frac{1}{\Gamma(3/2)}\left\{-\left[x^{1/2}f\right]_0^\infty+\frac12\int_0^\infty x^{-1/2}f\,dx\right\}.$$

The boundary term vanishes at both ends: $x^{1/2}$ is zero at the bottom and $f$ decays exponentially at the top. Because $\Gamma(3/2)=\tfrac12\Gamma(1/2)$, what remains is $F_{-1/2}$. With $d\mu=kT\,d\eta$,

$$\frac{\partial n}{\partial\mu}=\frac{N_c}{kT}F_{-1/2}(\eta),\qquad
\lambda^2=\frac{\varepsilon kT}{e^2n}\,\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)} .$$

**Q.** For a dilute gas I expect the Debye length. Does it come out, and when does it stop being good?

**A.** For $\eta<0$ expand $f=\sum_{s\ge1}(-1)^{s+1}e^{s(\eta-x)}$. Since $\int_0^\infty x^je^{-sx}dx=\Gamma(j+1)/s^{j+1}$,

$$F_j=\sum_{s\ge1}(-1)^{s+1}\frac{e^{s\eta}}{s^{j+1}} .$$

With $z=e^\eta$, the first two terms give

$$\frac{F_{1/2}}{F_{-1/2}}=\frac{1-z/2^{3/2}+\dots}{1-z/2^{1/2}+\dots}=1+z\left(\frac1{\sqrt2}-\frac1{2\sqrt2}\right)+\dots=1+\frac{z}{\sqrt8}+\dots$$

To this order $z=n/N_c$. Therefore

$$\lambda^2=\lambda_D^2\left[1+\frac{n}{\sqrt8\,N_c}+\dots\right],\qquad \lambda_D^2=\frac{\varepsilon kT}{e^2n}.$$

The Debye limit requires $n\ll N_c$. The first correction lengthens $\lambda$: exclusion makes it harder to add electrons where some states are already occupied.

**Q.** The opposite limit needs the Sommerfeld expansion. Can you derive it?

**A.** Integrate by parts with $H(x)=\tfrac23x^{3/2}$, so that $H'=x^{1/2}$:

$$\int_0^\infty x^{1/2}f\,dx=\int_0^\infty H(x)\left(-\frac{\partial f}{\partial x}\right)dx .$$

For $\eta\gg1$ the factor $-\partial f/\partial x$ is a narrow even peak of unit area at $x=\eta$. Expand $H$ there with $u=x-\eta$; the odd terms vanish, and extending the lower limit to $-\infty$ costs an exponentially small amount. The second moment of the peak is

$$\int_{-\infty}^\infty\frac{u^2e^u\,du}{(1+e^u)^2}=2\sum_{s\ge1}(-1)^{s+1}s\,\frac{2}{s^3}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

With $H''=\tfrac12x^{-1/2}$ the integral is $\tfrac23\eta^{3/2}+\tfrac12\cdot\tfrac{\pi^2}3\cdot\tfrac12\eta^{-1/2}$, hence

$$F_{1/2}=\frac{4}{3\sqrt\pi}\,\eta^{3/2}\left[1+\frac{\pi^2}{8\eta^2}+\dots\right],\qquad
F_{-1/2}=\frac{2}{\sqrt\pi}\,\eta^{1/2}\left[1-\frac{\pi^2}{24\eta^2}+\dots\right].$$

The second follows by differentiating the first, which is allowed since $F_{-1/2}$ has an expansion in the same kind of powers. The ratio is

$$\frac{F_{1/2}}{F_{-1/2}}=\frac{2\eta}{3}\left[1+\frac{\pi^2}{6\eta^2}+\dots\right].$$

**Q.** That contains $\mu$ at temperature $T$. The Thomas-Fermi length contains the Fermi energy.

**A.** So $\mu$ must be eliminated at fixed density. At zero temperature $n=k_F^3/3\pi^2$, so $E_F=\hbar^2(3\pi^2n)^{2/3}/2m$. Put $y=E_F/kT$. The same $n$ at temperature $T$ requires $y^{3/2}=\eta^{3/2}[1+\pi^2/8\eta^2+\dots]$. Taking the power $2/3$ and inverting,

$$\eta=y\left[1-\frac{\pi^2}{12y^2}+\dots\right].$$

Inserted in the ratio, the corrections add as $\pi^2/6-\pi^2/12=\pi^2/12$:

$$\lambda^2=\lambda_{TF}^2\left[1+\frac{\pi^2}{12}\left(\frac{kT}{E_F}\right)^2+\dots\right],\qquad\lambda_{TF}^2=\frac{2\varepsilon E_F}{3e^2n}.$$

Since $E_F\propto n^{2/3}$, $\lambda_{TF}\propto n^{-1/6}$, while $\lambda_D\propto n^{-1/2}$ at fixed $T$. In a degenerate gas extra electrons improve the screening slowly, because the states near the Fermi level do the work.

**Q.** Both corrections are positive. Is $\lambda$ above both limits in between too, or is that an accident of the leading terms?

**A.** It is above both at any finite temperature and density. For Debye, $\partial f/\partial\mu=f(1-f)/kT<f/kT$. Summing over states gives $\partial n/\partial\mu<n/kT$, hence $\lambda>\lambda_D$.

For Thomas-Fermi, use $\partial f/\partial E=(m/\hbar^2k)\,\partial f/\partial k$ and integrate by parts:

$$\frac{\partial n}{\partial\mu}=-\frac{m}{\pi^2\hbar^2}\int_0^\infty k\,\frac{\partial f}{\partial k}\,dk=\frac{m}{\pi^2\hbar^2}\int_0^\infty f\,dk .$$

Let $f_0$ be the filled sphere with the same $n$, so $\int k^2(f_0-f)\,dk=0$. Then

$$\int_0^\infty(f_0-f)\,dk=\int_0^\infty(f_0-f)\left(1-\frac{k^2}{k_F^2}\right)dk>0 ,$$

because both factors are positive below $k_F$ and both negative above it. The filled sphere has the larger derivative, so $\lambda>\lambda_{TF}$. The two limits are equal when $2E_F/3=kT$, and there neither can be trusted.

**Q.** Show me a case where this matters.

**A.** Take n-type gallium arsenide at 300 K, with model inputs $m=0.067\,m_e$ and $\varepsilon_r=12.9$ set near rough typical values, and $n=10^{18}$ cm⁻³ free electrons. Then $kT=25.85$ meV and $N_c=4.352\times10^{17}$ cm⁻³, so $F_{1/2}=n/N_c=2.298$. Solving for the argument gives $\eta=1.620$, where $F_{-1/2}=1.302$. Thus

$$\frac{\partial n}{\partial\mu}=\frac{4.352\times10^{17}\times1.302}{0.02585}=2.19\times10^{19}\ \text{cm}^{-3}\,\text{eV}^{-1}.$$

The Debye length is 4.29 nm. The other two follow from it, using $E_F=54.42$ meV:

$$\lambda=4.293\sqrt{\frac{2.298}{1.302}}=5.70\ \text{nm},\qquad
\lambda_{TF}=4.293\sqrt{\frac{2\times54.42}{3\times25.85}}=5.09\ \text{nm}.$$

Relative to the full value, Debye is 25 % too short and Thomas-Fermi 11 % too short. At other densities, with temperature and material parameters held fixed:

| $n$ (cm⁻³) | $\lambda_D$ (nm) | $\lambda_{TF}$ (nm) | $\lambda$ (nm) |
|---|---|---|---|
| $10^{16}$ | 42.9 | 11.0 | 43.1 |
| $10^{17}$ | 13.6 | 7.47 | 14.1 |
| $10^{18}$ | 4.29 | 5.09 | 5.70 |
| $5\times10^{18}$ | 1.92 | 3.89 | 3.94 |

The limits cross at $6.0\times10^{17}$ cm⁻³. In a scan over $-8\le\eta\le40$, $\lambda$ exceeded the longer of the two limits by at most 21 %, near $\eta=0.8$. Cooling the $10^{18}$ cm⁻³ gas to 77 K at fixed $n$, $m$ and $\varepsilon_r$ gives $\lambda=5.12$ nm, close to the unchanged $\lambda_{TF}$, whereas the Debye formula would give 2.2 nm.

**Q.** All those numbers use your Fermi integrals. What if the counting is wrong?

**A.** Two checks test different steps; only the first avoids the Fermi integrals altogether. First, the occupations of plane-wave states in a periodic cube of side 150 nm were summed directly, and the sum was differenced in $\mu$. At $\eta=-4$, 1.62 and 6 both density and derivative agreed with the formulas to better than one part in $10^4$. Second, the nonlinear Poisson equation was solved on a grid beside a plane held at $0.001\,kT/e$, using $n(\mu+e\phi)$ and no derivative formula for $\lambda$. The potential decayed with a length of 5.704 nm, equal to the predicted value to the digits printed.

**Q.** Both checks accept your local gas. But $\phi$ changes over $\lambda$ itself, which is hardly slow for an electron.

**A.** The local assumption can be removed within linear response. Let $U=-e\phi$ be the static perturbation and $\rho_1$ the first-order change of the one-electron density matrix. Stationarity requires $[H_0,\rho_1]+[U,\rho_0]=0$. Between states $a$ and $b$ this reads

$$(E_a-E_b)(\rho_1)_{ab}=U_{ab}(f_a-f_b).$$

For a potential of wave vector $\mathbf q$ the states are $\mathbf k\pm\mathbf q/2$. Summing over them gives $\delta n_q=\Pi(q)\,e\phi_q$, with

$$\Pi(q)=2\int\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k-\mathbf q/2}-f_{\mathbf k+\mathbf q/2}}{E_{\mathbf k+\mathbf q/2}-E_{\mathbf k-\mathbf q/2}} .$$

This is the static Lindhard response. As $q\to0$ the fraction becomes $-\partial f/\partial E$, and $\Pi$ becomes $\partial n/\partial\mu$. In the example $\Pi(1/\lambda)/\Pi(0)=0.962$: at that wave vector the electrons respond 4 % less than the local formula says. Sharper features, such as the region close to a donor, need $\Pi(q)$ at larger $q$. The far tail is set by $\Pi$ at imaginary $q$, where it exceeds $\Pi(0)$, so at 300 K the decay length is about 2 % shorter than $\lambda$. In a cold degenerate gas the structure of $\Pi$ near $q=2k_F$ adds Friedel oscillations. Their damping length, set by the poles of $f$ at $E=\mu\pm i\pi kT$, is 2.4 nm here but about 8.5 nm at 77 K, longer than $\lambda$, so at that temperature the far tail is not $e^{-r/\lambda}/r$.

**Q.** Your electrons still ignore each other except through the average field. Exchange keeps parallel spins apart. Which way does it push $\lambda$?

**A.** It shortens it. The average Coulomb energy cancels against the donors, and at first order the free energy at fixed $n$ and $T$ changes by the exchange energy per volume,

$$w=-\int\!\!\int\frac{d^3k\,d^3k'}{(2\pi)^6}\,\frac{e^2}{\varepsilon|\mathbf k-\mathbf k'|^2}\,ff' .$$

The factor $\tfrac12$ for pairs has cancelled the two spin directions. The angular integral uses

$$\int_{-1}^{1}\frac{dc}{k^2+k'^2-2kk'c}=\frac{L}{kk'},\qquad L=\ln\left|\frac{k+k'}{k-k'}\right| .$$

With $a=e^2/4\pi\varepsilon$, thermal wavelength $\Lambda=(2\pi\hbar^2/mkT)^{1/2}$ and $k$ in units of $\sqrt{4\pi}/\Lambda$, so that $x=k^2$,

$$w=-\frac{8a}{\pi\Lambda^4}J,\qquad J=\int_0^\infty\!\!\int_0^\infty kk'L\,ff'\,dk\,dk' .$$

Now $\partial f/\partial\eta=-(1/2k)\,\partial f/\partial k$. Integration by parts, with $L=0$ on the axes, gives

$$\frac{dJ}{d\eta}=\frac12\int\!\!\int ff'\left(k'\frac{\partial L}{\partial k}+k\frac{\partial L}{\partial k'}\right)dk\,dk'=\left(\int_0^\infty f\,dk\right)^2=\frac\pi4F_{-1/2}^2 .$$

The parenthesis is $(k+k')/(k+k')+(k-k')/(k-k')=2$, and the edge terms at $k=k'$ vanish as $\delta\ln\delta$ when a strip of width $\delta$ is cut out. Hence $dw/d\eta=-(2a/\Lambda^4)F_{-1/2}^2$. Dividing by $dn/d\eta=N_cF_{-1/2}$ gives the exchange part of the chemical potential, and the same division after one more derivative gives

$$\mu_x=-\frac{2a}{\Lambda^4}\frac{F_{-1/2}}{N_c},\qquad
\frac{\partial\mu_x}{\partial n}=-\frac{2a}{\Lambda^4}\,\frac{F_{-3/2}}{N_c^2F_{-1/2}},\qquad F_{-3/2}\equiv F_{-1/2}' .$$

Since $\lambda^2\propto\partial\mu/\partial n$ and this term is negative, $\lambda$ shrinks, here by 5.8 %. Correlation is left out, so this is a size and not a corrected value.

**Q.** And when the potential is not weak?

**A.** The curvature of $n(\mu)$ then matters. It is positive, since $F_{-1/2}$ increases with $\eta$. A positive potential therefore attracts more charge than the linear law says, and a negative one repels less. At fixed $n=10^{18}$ cm⁻³ the nonlinear solution falls to $1/e$ of its surface value in 5.36 nm for $+50$ mV and in 6.15 nm for $-50$ mV, against 5.70 nm for a weak potential.

The natural scale is $n/(\partial n/\partial\mu)=45.6$ meV, the energy at which the linear density change equals $n$. Around a singly charged donor, the screened potential energy reaches this size at 1.79 nm. Inside that radius the local linear formula gives a density change larger than $n$, growing without limit toward the donor. That divergence belongs to the local formula: with $\Pi(q)$ the change stays finite, but it is still comparable to $n$, so linear response is only rough there.

**Q.** Then how many electrons actually sit in one of your screening spheres?

**A.** At the mean density, 0.78 in a sphere of radius $\lambda$; around a donor the attracted charge raises the average to about one. The mean donor spacing $n^{-1/3}$ is 10.0 nm, larger than $\lambda$. So the smooth charge cloud around one donor is an average over time and over many donors, not a picture of a crowd of electrons, and the uniform donor background is poor on this scale. For a wide planar contact the average over the plane makes the continuum picture more reasonable, but donor disorder remains unsized here.

**Q.** So what should I believe for real gallium arsenide?

**A.** A length of 5 to 6 nm at this density and temperature, as an estimate. Exchange and the nonparabolic band, as sized here, both shorten the 5.70 nm of the simple model, so the lower half of that range is more likely. The mass and permittivity are rough typical values. The real band is not parabolic: with $E(1+\alpha E)=\hbar^2k^2/2m$ and a rough $\alpha=0.6$ eV⁻¹, $\lambda$ drops by 2.5 % at $n=10^{18}$ cm⁻³. At $5\times10^{18}$ cm⁻³ the drop is 7.5 %, so the last row of the table describes the parabolic model more closely than the real material. At $10^{18}$ cm⁻³ satellite valleys, taken 0.3 eV up with a combined mass of $0.55\,m_e$, add less than 0.1 % to $\partial n/\partial\mu$, and holes in equilibrium add nothing that matters. The donor Bohr radius in this model is 10.2 nm, about the donor spacing, so donor orbits overlap and treating every donor electron as a band electron is plausible. In a compensated or trap-rich layer, $n$ must be the free-electron density and not the doping, and traps that follow the potential must be added to the derivative.

For a device estimate with a weak static potential, use the Fermi-integral formula whenever $n$ is comparable to $N_c$. A strongly depleted layer is a different problem: its width depends on the applied voltage and must come from the nonlinear Poisson equation. The remaining values are in the numerical output.

## Calculated quantities

```
mass 0.067 m_e, eps_r 12.9, T 300 K
electron density n = 1.0e+18 cm^-3
kT = 25.852 meV
N_c = 4.3520e+17 cm^-3
n/N_c = 2.2978
eta = 1.6199, mu = 41.88 meV
F_1/2 = 2.2978, F_-1/2 = 1.3018
zero-temperature Fermi energy = 54.42 meV
plane-wave sum for n = 1.00000e+18 cm^-3
dn/dmu = 2.1915e+19 cm^-3 eV^-1
n/(dn/dmu) = 45.63 meV
Debye length = 4.293 nm
Thomas-Fermi length = 5.086 nm
full screening length = 5.704 nm
decay length from Poisson solution = 5.704 nm
relative shift of length, doubled step = 0.0e+00
density cm^-3, eta, Debye, Thomas-Fermi, full (nm), 300 K:
  1e+16  -3.765  42.930  10.957  43.104
  1e+17  -1.390  13.576  7.465  14.113
  1e+18  1.620  4.293  5.086  5.704
  5e+18  6.016  1.920  3.889  3.938
at 77 K, n = 1e+18 cm^-3: eta = 8.099
  Debye 2.175, Thomas-Fermi 5.086, full 5.119 nm
dilute coefficient = 0.35355 (1/sqrt 8 = 0.35355)
degenerate coefficient = 0.82477 (pi^2/12 = 0.82247)
limits cross at n = 6.014e+17 cm^-3
largest full/(longer limit) = 1.2124 at eta = 0.80
1/e distance, +50 mV at surface = 5.36 nm
1/e distance, -50 mV at surface = 6.15 nm
radius of nonlinear core at a donor = 1.79 nm
electrons in sphere of radius lambda = 0.777
mean donor spacing n^(-1/3) = 10.00 nm
donor Bohr radius = 10.19 nm
n^(1/3) times Bohr radius = 1.019
response at q = 1/lambda over q = 0: 0.9621
nonparabolicity taken = 0.6 eV^-1
  change of lambda = -2.48 %
first-order exchange: change of lambda = -5.83 %
L valleys taken: 0.3 eV up, mass 0.55 m_e
  share relative to dn/dmu = 8.33e-04
holes taken: gap 1.42 eV, mass 0.5 m_e
  share relative to dn/dmu = 4.3e-24
```
